# Finite-temperature noise of a quantum point contact: from Johnson–Nyquist to shot noise: a numerical check

```python
"""
Result under test: zero-frequency one-sided current noise of a coherent
contact with energy-independent transmissions T_n (spin included):
  S = (4e^2/h) [2kT sum T_n^2 + eV coth(eV/2kT) sum T_n(1-T_n)]
V: bias, T: temperature, G = (2e^2/h) sum T_n: conductance,
F = sum T_n(1-T_n)/sum T_n: Fano factor, u = eV/2kT.
Independent roads: charge variance of a time-evolved lattice, traces of a
random unitary scattering matrix, and quadrature over energy.
"""
import numpy as np
from scipy.constants import e, h, k
from scipy.integrate import solve_bvp
from scipy.special import expit, logit
from scipy.stats import unitary_group

G0 = 2 * e**2 / h


def u_coth(u):
    return 1.0 if u == 0 else u / np.tanh(u)


def bracket(ev, kt, trans):
    """Energy factor of the noise formula, in the units of ev and kt."""
    t = np.asarray(trans, dtype=float)
    return 2 * kt * (np.sum(t**2)
                     + u_coth(ev / (2 * kt)) * np.sum(t * (1 - t)))


def noise_formula(volt, temp, trans):
    return 2 * G0 * bracket(e * volt, k * temp, trans)


# ---- Test 1: transferred-charge variance in a finite lattice ----------
# Units: hbar = e = lead hopping = 1, one spin. Leads start disconnected at
# different chemical potentials and are then joined by a bond of strength w.
def chain(n, w):
    ham = np.zeros((2 * n, 2 * n))
    i = np.arange(2 * n - 1)
    ham[i, i + 1] = ham[i + 1, i] = -1.0
    ham[n - 1, n] = ham[n, n - 1] = -w
    return ham


def charge_cumulants(n, w, ev, kt, times):
    lead = chain(n, 0.0)[:n, :n]
    en, vec = np.linalg.eigh(lead)
    corr = np.zeros((2 * n, 2 * n))
    corr[:n, :n] = (vec * expit((ev / 2 - en) / kt)) @ vec.T
    corr[n:, n:] = (vec * expit((-ev / 2 - en) / kt)) @ vec.T
    hole = np.eye(2 * n) - corr
    en, vec = np.linalg.eigh(chain(n, w))
    out = []
    for time in times:
        evol = (vec * np.exp(-1j * en * time)) @ vec.T
        right = evol[n:, :]
        moved = right.conj().T @ right
        moved[np.arange(n, 2 * n), np.arange(n, 2 * n)] -= 1.0
        mean = np.sum(corr * moved.T).real
        var = np.sum((corr @ moved) * (hole @ moved).T).real
        out.append((mean, var))
    return np.array(out)


KT_CHAIN = 0.05
T1, T2 = 80.0, 240.0
chain_rows = []
for w, ev in [(0.3, 0.0), (0.3, 0.3), (0.6, 0.0), (0.6, 0.1), (0.6, 0.3)]:
    cum = charge_cumulants(280, w, ev, KT_CHAIN, (T1, T2))
    current, var_rate = (cum[1] - cum[0]) / (T2 - T1)
    t_mid = 4 * w**2 / (1 + w**2)**2   # transmission at the band centre
    expected = bracket(ev, KT_CHAIN, [t_mid]) / (2 * np.pi)
    # 1 %: the lattice transmission varies slightly with energy
    assert abs(var_rate / expected - 1) < 0.01, (w, ev, var_rate, expected)
    assert abs(current - t_mid * ev / (2 * np.pi)) < 0.01 * expected + \
        0.01 * t_mid * ev / (2 * np.pi)
    chain_rows.append((t_mid, ev, var_rate, expected))


# ---- Test 2: traces for a random scattering matrix --------------------
def energy_grid(ev, kt):
    grid = np.linspace(-ev - 40 * kt, ev + 40 * kt, 20001)
    return grid, grid[1] - grid[0]


nch = 3
smat = unitary_group.rvs(2 * nch, random_state=1)
block = [slice(0, nch), slice(nch, 2 * nch)]
grid, step = energy_grid(3.0, 1.0)
occ = [expit(1.5 - grid), expit(-1.5 - grid)]
tmat = smat[block[1], block[0]]
eigen_t = np.linalg.eigvalsh(tmat.conj().T @ tmat)
for lead in (0, 1):
    total = 0.0
    for a in (0, 1):
        for b in (0, 1):
            amat = -smat[block[lead], block[a]].conj().T \
                @ smat[block[lead], block[b]]
            if a == lead and b == lead:
                amat = amat + np.eye(nch)
            weight = np.sum(occ[a] * (1 - occ[b])) * step
            total += np.trace(amat @ amat.conj().T).real * weight
    assert abs(total / bracket(3.0, 1.0, eigen_t) - 1) < 1e-9


# ---- Energy quadrature, also for energy-dependent transmission --------
def landauer(volt, temp, trans, slope=0.0, share=0.5):
    """Current (A) and noise (A^2/Hz). slope (1/eV): logistic energy
    dependence; share: part of the bias lying above the reference energy."""
    kt = k * temp / e
    en, de = energy_grid(abs(volt), kt)
    fl = expit((share * volt - en) / kt)
    fr = expit((-(1 - share) * volt - en) / kt)
    cur = noise = 0.0
    for t0 in trans:
        t = expit(slope * en + logit(t0)) if slope else t0
        cur += np.sum(t * (fl - fr)) * de
        noise += np.sum(t * (fl * (1 - fl) + fr * (1 - fr))
                        + t * (1 - t) * (fl - fr)**2) * de
    return G0 * cur, 2 * G0 * e * noise


TEMP, VREAD, BAND = 300.0, 0.1, 1e8
TRANS = np.array([0.9, 0.4, 0.1])
OTHER = np.array([1.0, 0.4])
kt_j = k * TEMP
cond = G0 * TRANS.sum()
fano = np.sum(TRANS * (1 - TRANS)) / TRANS.sum()
fano_other = np.sum(OTHER * (1 - OTHER)) / OTHER.sum()
johnson = 4 * kt_j * cond
volts = [0.0, 0.01, 0.02, 0.05, 0.1, 0.2]
for v in volts:
    for ts in (TRANS, OTHER):
        ratio = landauer(v, TEMP, ts)[1] / noise_formula(v, TEMP, ts)
        assert abs(ratio - 1) < 1e-9

# Limits of small bias, large bias and weak transmission
v_small = 0.2 * kt_j / e
s_small = landauer(v_small, TEMP, TRANS)[1]
assert abs(s_small / johnson - (1 + fano * 0.1**2 / 3)) < 1e-6
v_big = 80 * kt_j / e
i_big, s_big = landauer(v_big, TEMP, TRANS)
assert abs(s_big / (2 * e * i_big * fano + johnson * (1 - fano)) - 1) < 1e-9
i_tun, s_tun = landauer(VREAD, TEMP, [1e-5])
u_read = e * VREAD / (2 * kt_j)
assert abs(s_tun / (2 * e * i_tun / np.tanh(u_read)) - 1) < 2e-5

# Fano factor recovered from the quadrature noise
i_read, s_quad = landauer(VREAD, TEMP, TRANS)
fano_back = (s_quad / johnson - 1) / (u_coth(u_read) - 1)
assert abs(fano_back - fano) < 1e-8
s_read = noise_formula(VREAD, TEMP, TRANS)
s_other = noise_formula(VREAD, TEMP, OTHER)

# ---- Neglected effects -------------------------------------------------
SLOPE = 3.0
dv = 1e-4
slope_g = (landauer(dv, TEMP, TRANS, SLOPE)[0]
           - landauer(-dv, TEMP, TRANS, SLOPE)[0]) / (2 * dv)
s_eq = landauer(0.0, TEMP, TRANS, SLOPE)[1]
assert abs(s_eq / (4 * kt_j * slope_g) - 1) < 1e-5
s_sym = landauer(VREAD, TEMP, TRANS, SLOPE, 0.5)[1]
s_one = landauer(VREAD, TEMP, TRANS, SLOPE, 1.0)[1]

# Hot electrons in a diffusive conductor with Wiedemann-Franz conduction
lorenz = np.pi**2 * k**2 / (3 * e**2)
heat = VREAD**2 / (lorenz * TEMP**2)
x = np.linspace(0, 1, 41)
sol = solve_bvp(lambda s, y: np.vstack([y[1], -(heat + y[1]**2) / y[0]]),
                lambda ya, yb: np.array([ya[0] - 1, yb[0] - 1]),
                x, np.vstack([1 + x * (1 - x), 1 - 2 * x]), tol=1e-7)
t_hot = np.sqrt(TEMP**2 + VREAD**2 / (4 * lorenz))
assert sol.success and abs(sol.sol(0.5)[0] * TEMP / t_hot - 1) < 1e-5
s_hot = noise_formula(VREAD, t_hot, TRANS)
s_358 = noise_formula(VREAD, 358.0, TRANS)

# Series resistor at the same temperature
R_SER = 1e3
res = 1 / cond


def with_series(volt):
    v_contact = volt * res / (res + R_SER)
    s_contact = noise_formula(v_contact, TEMP, TRANS)
    return v_contact, (s_contact * res**2 + 4 * kt_j * R_SER) \
        / (res + R_SER)**2


assert abs(with_series(0.0)[1] * (res + R_SER) / (4 * kt_j) - 1) < 1e-12
v_contact, s_series = with_series(VREAD)

# Symmetric telegraph noise: current step d_i, mean dwell time in each state
DWELL, STEP_FRACTION = 1e-3, 0.01
d_i = STEP_FRACTION * i_read


def telegraph(freq):
    om = 2 * np.pi * freq
    return 2 * d_i**2 / (DWELL * ((2 / DWELL)**2 + om**2))


rates = np.array([[-1, 1], [1, -1]]) / DWELL
dev = np.array([-0.5, 0.5]) * d_i
for freq in (10.0, 300.0, 1e4):
    resolvent = np.linalg.inv(2j * np.pi * freq * np.eye(2) - rates)
    direct = 4 * (dev @ resolvent @ (0.5 * dev)).real
    assert abs(direct / telegraph(freq) - 1) < 1e-7
f_cross = np.sqrt(2 * d_i**2 / (DWELL * s_read)
                  - (2 / DWELL)**2) / (2 * np.pi)
assert abs(telegraph(f_cross) / s_read - 1) < 1e-9
CAP = 1e-15

# ---- Printed results ----------------------------------------------------
print("Lattice test (hbar = e = hopping = 1, one spin), kT =", KT_CHAIN)
for t, ev, got, want in chain_rows:
    print(f" T={t:.4f} eV={ev:.1f} variance rate: lattice {got:.6f},"
          f" formula {want:.6f}")
print("Transmissions:", TRANS, " second set:", OTHER)
print(f"Temperature {TEMP:.0f} K, kT = {kt_j/e*1e3:.3f} meV")
print(f"Read voltage {VREAD:.2f} V, bandwidth {BAND/1e6:.0f} MHz")
print(f"Conductance quantum 2e^2/h = {G0*1e6:.3f} uS")
print(f"Sum T = {TRANS.sum():.3f}, sum T^2 = {np.sum(TRANS**2):.3f}, "
      f"sum T(1-T) = {np.sum(TRANS*(1-TRANS)):.3f}")
print(f"G = {cond*1e6:.2f} uS, R = {res/1e3:.3f} kohm")
print(f"I = {i_read*1e6:.3f} uA")
print(f"Fano factor F = {fano:.4f}, second set {fano_other:.4f}")
print(f"u = {u_read:.4f}, coth u = {1/np.tanh(u_read):.4f}, "
      f"u coth u = {u_coth(u_read):.4f}")
print("Noise in 1e-24 A^2/Hz at the read voltage:")
print(f" Johnson 4kTG = {johnson*1e24:.4f}")
print(f" thermal part 4kTG(1-F) = {johnson*(1-fano)*1e24:.4f}")
print(f" coth part 2eIF coth u = "
      f"{2*e*i_read*fano/np.tanh(u_read)*1e24:.4f}")
print(f" total S = {s_read*1e24:.4f}, quadrature {s_quad*1e24:.4f}")
print(f" second set total = {s_other*1e24:.4f}")
print(f" zero-temperature shot noise 2eIF = {2*e*i_read*fano*1e24:.4f}")
print(f" misuse of 2eI coth u = {2*e*i_read/np.tanh(u_read)*1e24:.4f}")
print(f"S/4kTG = {s_read/johnson:.4f}, second set {s_other/johnson:.4f}")
print(f"F recovered from quadrature noise = {fano_back:.4f}")
print(f"sqrt(S) = {np.sqrt(s_read)*1e12:.4f} pA/sqrt(Hz)")
rms = np.sqrt(s_read * BAND)
print(f"rms noise = {rms*1e9:.2f} nA, I/rms = {i_read/rms:.0f}")
print("V (V), u, S (1e-24 A^2/Hz), S/4kTG:")
for v in volts:
    s = noise_formula(v, TEMP, TRANS)
    print(f" {v:.2f} {e*v/(2*kt_j):.4f} {s*1e24:.4f} {s/johnson:.4f}")
print("Neglected effects, change of S at the read voltage:")
print(f" T(E), slope {SLOPE:.0f}/eV, symmetric drop: "
      f"{100*(s_sym/s_read-1):+.3f} %")
print(f" T(E), one-sided drop: {100*(s_one/s_read-1):+.2f} %")
print(f" electron heating to {t_hot:.0f} K (overestimate): "
      f"{100*(s_hot/s_read-1):+.1f} %")
print(f" operation at 358 K: {100*(s_358/s_read-1):+.1f} %")
print(f" series {R_SER/1e3:.0f} kohm: contact voltage {v_contact:.4f} V, "
      f"S {100*(s_series/s_read-1):+.1f} %")
print(f"Telegraph steps {100*STEP_FRACTION:.0f} % = {d_i*1e9:.1f} nA, "
      f"dwell {DWELL*1e3:.0f} ms")
print(f" telegraph S(0)/S = {telegraph(0)/s_read:.2e}")
print(f" telegraph equals S at {f_cross/1e6:.3f} MHz")
print(f" telegraph/S at {BAND/1e6:.0f} MHz = {telegraph(BAND)/s_read:.2e}")
print(f"hf/kT at {BAND/1e6:.0f} MHz = {h*BAND/kt_j:.2e}")
print(f"Charging e^2/2C over kT, C = {CAP*1e15:.0f} fF: "
      f"{e**2/(2*CAP)/kt_j:.2e}")
print("tests ok")
```

It prints:

```
Lattice test (hbar = e = hopping = 1, one spin), kT = 0.05
 T=0.3030 eV=0.0 variance rate: lattice 0.004816, formula 0.004822
 T=0.3030 eV=0.3 variance rate: lattice 0.011564, formula 0.011595
 T=0.7785 eV=0.0 variance rate: lattice 0.012385, formula 0.012391
 T=0.7785 eV=0.1 variance rate: lattice 0.013243, formula 0.013250
 T=0.7785 eV=0.3 variance rate: lattice 0.017905, formula 0.017920
Transmissions: [0.9 0.4 0.1]  second set: [1.  0.4]
Temperature 300 K, kT = 25.852 meV
Read voltage 0.10 V, bandwidth 100 MHz
Conductance quantum 2e^2/h = 77.481 uS
Sum T = 1.400, sum T^2 = 0.980, sum T(1-T) = 0.420
G = 108.47 uS, R = 9.219 kohm
I = 10.847 uA
Fano factor F = 0.3000, second set 0.1714
u = 1.9341, coth u = 1.0427, u coth u = 2.0166
Noise in 1e-24 A^2/Hz at the read voltage:
 Johnson 4kTG = 1.7972
 thermal part 4kTG(1-F) = 1.2580
 coth part 2eIF coth u = 1.0873
 total S = 2.3453, quadrature 2.3453
 second set total = 2.1104
 zero-temperature shot noise 2eIF = 1.0428
 misuse of 2eI coth u = 3.6242
S/4kTG = 1.3050, second set 1.1743
F recovered from quadrature noise = 0.3000
sqrt(S) = 1.5314 pA/sqrt(Hz)
rms noise = 15.31 nA, I/rms = 708
V (V), u, S (1e-24 A^2/Hz), S/4kTG:
 0.00 0.0000 1.7972 1.0000
 0.01 0.1934 1.8039 1.0037
 0.02 0.3868 1.8238 1.0148
 0.05 0.9670 1.9556 1.0882
 0.10 1.9341 2.3453 1.3050
 0.20 3.8682 3.3454 1.8615
Neglected effects, change of S at the read voltage:
 T(E), slope 3/eV, symmetric drop: +0.047 %
 T(E), one-sided drop: +3.90 %
 electron heating to 439 K (overestimate): +29.7 %
 operation at 358 K: +12.1 %
 series 1 kohm: contact voltage 0.0902 V, S -14.9 %
Telegraph steps 1 % = 108.5 nA, dwell 1 ms
 telegraph S(0)/S = 2.51e+06
 telegraph equals S at 0.504 MHz
 telegraph/S at 100 MHz = 2.54e-05
hf/kT at 100 MHz = 1.60e-05
Charging e^2/2C over kT, C = 1 fF: 3.10e-03
tests ok
```
